**Foster pairs, real layers and the junction response**

The program treats a three-layer thermal ladder with layer resistances r and heat capacities c, heated by a power step P, and its Foster pairs with resistances R, time constants tau and capacitances C = tau/R. It solves the circuit equations for all six orders of the pairs and asserts that the junction temperature agrees with that of the layered model, while every interior node misses each lower layer by more than 1 K at some sampled time. The output shows a largest junction difference of about 1e-13 K and a smallest peak mismatch of 5.49 K. Further assertions cover the short-time growth of the lower layers, the heat balance, the full-power outflow of the Foster chain and the recovery of the layers from the pairs in any order. Exchanging two real layers changes the junction temperature by up to 4.62 K at the sampled times. With a heat sink added, the Foster chain gives 61.05 K at 100 ms where the real ladder gives 45.92 K, and both reach 100 K in the steady state. A branched structure shows that an equivalent ladder can match the junction response although its inner nodes are not the real bodies.

## Numerical check

```python
# Result under test: a Foster chain (series of parallel R-C pairs) gives the
# junction temperature of a layered thermal structure in any order of its pairs,
# but its interior nodes are not layer temperatures.
# Symbols: r, c = layer resistances (K/W) and heat capacities (J/K);
# R, tau, C = Foster resistances, time constants and capacitances;
# M, K = capacity and conductance matrices; P = power step (W).
# All temperatures are rises above ambient, starting from zero.
from itertools import permutations
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh, expm

P = 100.0


def incidence(n):
    # row i: temperature difference across resistor i of a series chain
    return np.eye(n) - np.diag(np.ones(n - 1), 1)


def ladder_matrices(r, c):
    b = incidence(len(r))
    return np.diag(c), b.T @ np.diag(1 / np.asarray(r)) @ b


def foster_matrices(R, C):
    b = incidence(len(R))
    return b.T @ np.diag(C) @ b, b.T @ np.diag(1 / np.asarray(R)) @ b


def node_rises(M, K, t):
    source = np.zeros(len(K))
    source[0] = P
    steady = np.linalg.solve(K, source)
    return steady - expm(-np.linalg.solve(M, K) * t) @ steady


def history(M, K, times):
    return np.array([node_rises(M, K, t) for t in times])


def modal_data(M, K):
    lam, v = eigh(K, M)
    lam, v = lam[::-1], v[:, ::-1]          # fastest mode first
    amplitudes = v * v[0] / lam             # row k: node k, column i: mode i
    return amplitudes[0], 1 / lam, amplitudes


def ladder_from_pairs(R, tau):
    # continued-fraction expansion of the impedance num/den
    den = np.array([1.0])
    for x in tau:
        den = np.polymul(den, [x, 1.0])
    num = np.zeros(len(R))
    for i in range(len(R)):
        term = np.array([R[i]])
        for j in range(len(R)):
            if j != i:
                term = np.polymul(term, [tau[j], 1.0])
        num = num + term
    res, cap = [], []
    for _ in range(len(R)):
        cap.append(den[0] / num[0])
        rest = (den - cap[-1] * np.append(num, 0.0))[1:]
        res.append(num[0] / rest[0])
        num = (num - res[-1] * rest)[1:]
        den = rest
    return np.array(res), np.array(cap)


def show(label, values, unit, digits=4):
    text = " ".join(f"{x:.{digits}f}" for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


r = np.array([0.2, 0.2, 0.2])
c = np.array([0.05, 0.1, 0.2])
M, K = ladder_matrices(r, c)
R, tau, amp = modal_data(M, K)
C = tau / R
times = np.geomspace(1e-4, 1.0, 45)
t_show = 0.02
layers = history(M, K, times)
layers_show = node_rises(M, K, t_show)
layers_end = np.linalg.solve(K, [P, 0, 0])

# Modal sums against the matrix exponential, for every layer
modal = np.array([P * amp @ (1 - np.exp(-t / tau)) for t in times])
assert np.allclose(modal, layers, atol=1e-9)
assert np.all(R > 0) and np.all(tau > 0)
assert amp[1:].min() < 0
assert np.isclose(np.sum(1 / C), 1 / c[0])
assert np.all(C > c[0])

# Early growth of the lower layers
t_early = 5e-5
early = node_rises(M, K, t_early)
early2 = P * t_early**2 / (2 * r[0] * c[0] * c[1])
early3 = P * t_early**3 / (6 * r[0] * r[1] * c[0] * c[1] * c[2])
# one percent covers the next order of the short-time series
assert np.isclose(early[1], early2, rtol=0.01)
assert np.isclose(early[2], early3, rtol=0.01)

# Circuit equations of all Foster orders
terminal_spread = 0.0
closest_mismatch = np.inf
frequencies = 1j * np.array([0.5, 5.0, 50.0, 500.0])
for order in permutations(range(3)):
    order = list(order)
    MF, KF = foster_matrices(R[order], C[order])
    nodes = history(MF, KF, times)
    terminal_spread = max(terminal_spread,
                          np.max(np.abs(nodes[:, 0] - layers[:, 0])))
    for s in frequencies:
        z_foster = np.linalg.inv(KF + s * MF)[0, 0]
        z_layers = np.linalg.inv(K + s * M)[0, 0]
        assert np.isclose(z_foster, z_layers, rtol=1e-9)
    start = node_rises(MF, KF, t_early)
    for k in (1, 2):
        slope = P * np.sum(1 / C[order[k:]])
        assert np.isclose(start[k] / t_early, slope, rtol=0.01)
        for layer in (1, 2):
            gap = np.max(np.abs(nodes[:, k] - layers[:, layer]))
            closest_mismatch = min(closest_mismatch, gap)
    for T in nodes:
        rate = np.linalg.solve(MF, np.array([P, 0, 0]) - KF @ T)
        last = order[-1]
        outflow = T[-1] / R[last] + C[last] * rate[-1]
        assert np.isclose(outflow, P, rtol=1e-8)
    recovered_r, recovered_c = ladder_from_pairs(R[order], tau[order])
    assert np.allclose(recovered_r, r, rtol=1e-7)
    assert np.allclose(recovered_c, c, rtol=1e-7)
assert terminal_spread < 1e-8
assert closest_mismatch > 1.0

# Heat balance of the real layers
heat_out = quad(lambda t: node_rises(M, K, t)[-1] / r[-1], 0, t_show)[0]
stored = c @ layers_show
assert np.isclose(P * t_show - heat_out, stored, rtol=1e-8)

# Exchange of two real layers
swap = [0, 2, 1]
MS, KS = ladder_matrices(r[swap], c[swap])
swapped = history(MS, KS, times)[:, 0]
swap_change = np.max(np.abs(swapped - layers[:, 0]))
assert swap_change > 1.0

# Added heat sink: real ladder against extended Foster chain
r_sink, c_sink = 0.4, 0.5
t_sink = 0.1
ML, KL = ladder_matrices(np.append(r, r_sink), np.append(c, c_sink))
MF, KF = foster_matrices(np.append(R, r_sink), np.append(C, c_sink))
MR, KR = ladder_matrices(np.append(recovered_r, r_sink),
                         np.append(recovered_c, c_sink))
true_sink = history(ML, KL, times)[:, 0]
wrong_sink = history(MF, KF, times)[:, 0]
assert np.all(wrong_sink > true_sink)
assert np.allclose(history(MR, KR, times)[:, 0], true_sink, atol=1e-5)
sink_end_true = node_rises(ML, KL, 30.0)[0]
sink_end_wrong = node_rises(MF, KF, 30.0)[0]
assert np.isclose(sink_end_true, sink_end_wrong, rtol=1e-8)

# Branched structure: chip joined to bodies a and b, each joined to ambient
body_c = np.array([0.05, 0.1, 0.5])
link = np.array([0.2, 0.4])
to_ambient = np.array([0.3, 0.2])
MB = np.diag(body_c)
KB = np.diag(np.append(np.sum(1 / link), 1 / link + 1 / to_ambient))
KB[0, 1:] = KB[1:, 0] = -1 / link
RB, tauB, _ = modal_data(MB, KB)
eq_r, eq_c = ladder_from_pairs(RB, tauB)
ME, KE = ladder_matrices(eq_r, eq_c)
assert np.all(eq_r > 0) and np.all(eq_c > 0)
assert np.allclose(history(ME, KE, times)[:, 0],
                   history(MB, KB, times)[:, 0], atol=1e-6)
bodies_end = np.linalg.solve(KB, [P, 0, 0])
equiv_end = np.linalg.solve(KE, [P, 0, 0])
assert np.min(np.abs(bodies_end[1:, None] - equiv_end[None, 1:])) > 1.0

show("Power step", P, "W", 1)
show("Layer resistances", r, "K/W")
show("Layer heat capacities", c, "J/K")
show("Layer products r*c", 1e3 * r * c, "ms", 2)
show("Foster resistances, fast to slow", R, "K/W")
show("Foster time constants", 1e3 * tau, "ms", 2)
show("Foster capacitances", C, "J/K")
show("Layer 2 modal amplitudes", amp[1], "K/W")
show("Layer 3 modal amplitudes", amp[2], "K/W")
show("Sample time", 1e3 * t_show, "ms", 1)
show("Layer rises at sample time", layers_show, "K", 2)
show("Layer rises, steady", layers_end, "K", 2)
for name, order in (("fast to slow", [0, 1, 2]), ("slow to fast", [2, 1, 0])):
    MF3, KF3 = foster_matrices(R[order], C[order])
    show(f"Foster nodes {name}, sample time",
         node_rises(MF3, KF3, t_show), "K", 2)
    show(f"Foster nodes {name}, steady",
         np.linalg.solve(KF3, [P, 0, 0]), "K", 2)
print(f"Largest terminal difference, six orders: {terminal_spread:.1e} K")
show("Smallest peak mismatch, inner node to layer", closest_mismatch, "K", 2)
show("Early time", 1e6 * t_early, "microseconds", 1)
print(f"Layer 2 rise at early time: {early[1]:.3e} K")
print(f"Layer 2 short-time formula: {early2:.3e} K")
print(f"Layer 3 rise at early time: {early[2]:.3e} K")
print(f"Layer 3 short-time formula: {early3:.3e} K")
show("Real outflow at sample time", layers_show[-1] / r[-1], "W", 2)
show("Heat supplied by sample time", P * t_show, "J", 3)
show("Heat delivered to ambient by then", heat_out, "J", 3)
show("Heat stored in layers then", stored, "J", 3)
show("Recovered ladder resistances", recovered_r, "K/W")
show("Recovered ladder capacities", recovered_c, "J/K")
show("Junction at sample time, layers 2 and 3 exchanged",
     node_rises(MS, KS, t_show)[0], "K", 2)
show("Largest junction change from exchange", swap_change, "K", 2)
show("Sink resistance", r_sink, "K/W", 2)
show("Sink heat capacity", c_sink, "J/K", 2)
show("Sink comparison time", 1e3 * t_sink, "ms", 1)
show("Junction with sink, real ladder", node_rises(ML, KL, t_sink)[0], "K", 2)
show("Junction with sink, Foster chain", node_rises(MF, KF, t_sink)[0], "K", 2)
show("Junction with sink, steady", sink_end_true, "K", 2)
show("Branched: chip, a, b capacities", body_c, "J/K")
show("Branched: links chip-a, chip-b", link, "K/W")
show("Branched: a, b to ambient", to_ambient, "K/W")
show("Branched: equivalent ladder resistances", eq_r, "K/W")
show("Branched: equivalent ladder capacities", eq_c, "J/K")
show("Branched: chip, a, b steady rises", bodies_end, "K", 2)
show("Branched: equivalent ladder steady rises", equiv_end, "K", 2)
print("checks complete")
```

It prints:

```
Power step: 100.0 W
Layer resistances: 0.2000 0.2000 0.2000 K/W
Layer heat capacities: 0.0500 0.1000 0.2000 J/K
Layer products r*c: 10.00 20.00 40.00 ms
Foster resistances, fast to slow: 0.0507 0.0944 0.4549 K/W
Foster time constants: 5.69 15.91 88.40 ms
Foster capacitances: 0.1121 0.1686 0.1943 J/K
Layer 2 modal amplitudes: -0.0385 0.0351 0.4034 K/W
Layer 3 modal amplitudes: 0.0076 -0.0683 0.2607 K/W
Sample time: 20.0 ms
Layer rises at sample time: 20.89 6.94 1.13 K
Layer rises, steady: 60.00 40.00 20.00 K
Foster nodes fast to slow, sample time: 20.89 15.96 9.21 K
Foster nodes fast to slow, steady: 60.00 54.93 45.49 K
Foster nodes slow to fast, sample time: 20.89 11.68 4.92 K
Foster nodes slow to fast, steady: 60.00 14.51 5.07 K
Largest terminal difference, six orders: 1.6e-13 K
Smallest peak mismatch, inner node to layer: 5.49 K
Early time: 50.0 microseconds
Layer 2 rise at early time: 1.246e-04 K
Layer 2 short-time formula: 1.250e-04 K
Layer 3 rise at early time: 5.192e-08 K
Layer 3 short-time formula: 5.208e-08 K
Real outflow at sample time: 5.66 W
Heat supplied by sample time: 2.000 J
Heat delivered to ambient by then: 0.035 J
Heat stored in layers then: 1.965 J
Recovered ladder resistances: 0.2000 0.2000 0.2000 K/W
Recovered ladder capacities: 0.0500 0.1000 0.2000 J/K
Junction at sample time, layers 2 and 3 exchanged: 19.49 K
Largest junction change from exchange: 4.62 K
Sink resistance: 0.40 K/W
Sink heat capacity: 0.50 J/K
Sink comparison time: 100.0 ms
Junction with sink, real ladder: 45.92 K
Junction with sink, Foster chain: 61.05 K
Junction with sink, steady: 100.00 K
Branched: chip, a, b capacities: 0.0500 0.1000 0.5000 J/K
Branched: links chip-a, chip-b: 0.2000 0.4000 K/W
Branched: a, b to ambient: 0.3000 0.2000 K/W
Branched: equivalent ladder resistances: 0.1333 0.1035 0.0359 K/W
Branched: equivalent ladder capacities: 0.0500 0.2143 2.0563 J/K
Branched: chip, a, b steady rises: 27.27 16.36 9.09 K
Branched: equivalent ladder steady rises: 27.27 13.94 3.59 K
checks complete
```
